# Mass variance of a random equal mixture of silicon and germanium

## Problem

A crystal contains silicon and germanium atoms in equal numbers. Each site is filled at random, independently of the others. The atomic masses are $M_1=28.09$ u for silicon and $M_2=72.63$ u for germanium. The dimensionless mass variance is defined by

$$g=\sum_i c_i\left(1-\frac{M_i}{\bar M}\right)^2,\qquad \bar M=\sum_i c_iM_i ,$$

where $c_i$ is the fraction of atoms of species $i$.

(a) Estimate $g$ by scaling. (b) Show that its exact value is near 0.196, and compare. (c) Does the answer survive if "equal" means equal weights, or if natural isotopes are counted? (d) Why does this quantity measure the scattering of lattice waves, and when does it fail to do so?

## First estimate by scaling

By its definition $g$ averages a squared mass deviation. Multiplying both masses by one factor leaves $g$ unchanged, so this square must be divided by a squared mass. With two equally frequent species, each lies half the difference $\Delta=M_2-M_1=44.54$ u from the middle. Hence

$$g\sim\frac{(\Delta/2)^2}{M_*^2},$$

where scaling does not fix the reference mass $M_*$. The silicon mass gives 0.629 and the germanium mass gives 0.094. The masses differ too much for this choice to be harmless. A choice that treats both species alike is the geometric mean, $M_*^2=M_1M_2$:

$$g_{\rm est}=\frac{\Delta^2}{4M_1M_2}=\frac{44.54^2}{4\times28.09\times72.63}=0.243 .$$

## Exact solution

Equal numbers mean $c_1=c_2=\tfrac12$, so

$$\bar M=\frac{M_1+M_2}{2}=50.36\ \text{u}.$$

The relative deviations from this mean are

$$\frac{M_2-\bar M}{\bar M}=\frac{M_2-M_1}{M_2+M_1}\equiv\varepsilon,\qquad \frac{M_1-\bar M}{\bar M}=-\varepsilon .$$

The definition squares them, so the signs drop out:

$$g=\tfrac12\varepsilon^2+\tfrac12\varepsilon^2=\varepsilon^2
=\left(\frac{22.27}{50.36}\right)^2=(0.4422)^2=0.1956 .$$

This is the required value near 0.196.

## Comparison

The estimate and the exact result have the same numerator and differ in the reference mass. Their ratio is

$$\frac{g}{g_{\rm est}}=\frac{4M_1M_2}{(M_1+M_2)^2}
=\frac{(M_1+M_2)^2-(M_2-M_1)^2}{(M_1+M_2)^2}=1-\varepsilon^2 .$$

The estimate is therefore good when the masses are close. Here $1-\varepsilon^2=0.804$, and the estimate lies 24 % above the exact value. In the opposite limit, $M_2\gg M_1$, the exact $g$ tends to 1 while the estimate grows without bound.

## Equal numbers or equal weights

Let $x$ be the atomic fraction of germanium. Then $\bar M=M_1+x\Delta$, and the deviations are $-x\Delta$ for silicon and $(1-x)\Delta$ for germanium. Thus

$$g(x)=\frac{(1-x)x^2\Delta^2+x(1-x)^2\Delta^2}{\bar M^2}
=\frac{x(1-x)\Delta^2}{(M_1+x\Delta)^2},$$

because $x+(1-x)=1$. This vanishes for both pure elements and is positive between them. At the maximum the derivative of $\ln g$ is zero:

$$\frac1x-\frac1{1-x}-\frac{2\Delta}{M_1+x\Delta}=0 .$$

Multiplying by $x(1-x)(M_1+x\Delta)$ gives

$$(1-2x)(M_1+x\Delta)=2\Delta x(1-x).$$

The terms in $x^2$ cancel, leaving $M_1=x(2M_1+\Delta)=x(M_1+M_2)$, so

$$x_*=\frac{M_1}{M_1+M_2}=0.279 .$$

This is the mixture of equal weights. Equal weights contain atoms in numbers proportional to $1/M_i$, and the germanium fraction is then $(1/M_2)/(1/M_1+1/M_2)=x_*$. Its mean mass is

$$\bar M_*=M_1+\frac{M_1(M_2-M_1)}{M_1+M_2}=\frac{2M_1M_2}{M_1+M_2}=40.51\ \text{u}.$$

With $x_*(1-x_*)=M_1M_2/(M_1+M_2)^2$ this gives $g(x_*)=\Delta^2/(4M_1M_2)=0.243$, which is the scaling estimate. The value 0.196 thus belongs to equal numbers of atoms, and it is not the largest possible one.

## Natural isotopes

Let species $i$ contain isotopes of mass $M_{ij}$ with fractions $p_{ij}$ and mean $M_i$. Write $M_{ij}-\bar M=(M_{ij}-M_i)+(M_i-\bar M)$ and square. The cross term averages to zero because $\sum_jp_{ij}(M_{ij}-M_i)=0$. What remains is

$$g_{\rm total}=g+\sum_ic_i\left(\frac{M_i}{\bar M}\right)^2g_i,\qquad
g_i=\sum_jp_{ij}\left(1-\frac{M_{ij}}{M_i}\right)^2 .$$

As inputs take rounded abundances of 92.2, 4.7 and 3.1 % for silicon 28, 29 and 30, and 20.5, 27.4, 7.8, 36.5 and 7.8 % for germanium 70, 72, 73, 74 and 76. With mass numbers used for the relative isotope masses, they give $g_1=2.01\times10^{-4}$ and $g_2=5.87\times10^{-4}$. The addition is $6.4\times10^{-4}$, so $g_{\rm total}=0.1962$. The answer still rounds to 0.196.

## Why the variance measures scattering

Consider a chain of atoms at distance $a$, joined by springs of stiffness $K$. All have mass $\bar M$ except atom 0, whose mass is $\bar M(1+\eta)$. With time factor $e^{-i\omega t}$, a wave arriving from the left gives

$$u_n=e^{iqna}+re^{-iqna}\ (n\le0),\qquad u_n=te^{iqna}\ (n\ge0).$$

Both forms hold at $n=0$, so $1+r=t$. The left neighbour then moves by

$$u_{-1}=e^{-iqa}+(t-1)e^{iqa}=te^{iqa}-2i\sin qa .$$

In the uniform chain $\bar M\omega^2/K=2(1-\cos qa)$. Newton's equation for atom 0, $-\bar M(1+\eta)\omega^2u_0=K(u_1+u_{-1}-2u_0)$, becomes

$$-2(1-\cos qa)(1+\eta)\,t=2te^{iqa}-2i\sin qa-2t .$$

Collecting the terms in $t$ and using $e^{iqa}-\cos qa=i\sin qa$,

$$t\left[2i\sin qa+2\eta(1-\cos qa)\right]=2i\sin qa .$$

Since $(1-\cos qa)/\sin qa=\tan(qa/2)$,

$$t=\frac{1}{1-i\eta\tan(qa/2)},\qquad
|r|^2=|t-1|^2=\frac{\eta^2\tan^2(qa/2)}{1+\eta^2\tan^2(qa/2)} .$$

For long waves the denominator is close to 1. Averaging over the two species, $\eta=\pm\varepsilon$, gives a reflected energy fraction $g\tan^2(qa/2)$ per atom.

Now let $N$ successive atoms be random, between uniform leads of mass $\bar M$. To leading order the reflected amplitudes add with their path phases, $r\approx i\tan(qa/2)\sum_n\eta_ne^{2iqna}$. Different sites are independent and $\langle\eta_n\rangle=0$, so the cross terms vanish on averaging:

$$\langle|r|^2\rangle\approx\tan^2(qa/2)\sum_n\langle\eta_n^2\rangle=Ng\tan^2(qa/2).$$

This holds while the total reflection is small. If the waves are long compared with the atom distance, a longer chain can be cut into sections that reflect weakly but still span many wavelengths. Repeated reflections between two sections change $\ln T$, where $T$ is the transmitted energy fraction, by terms that carry phases such as $e^{2iqna}$ or $e^{4iqna}$. These nearly cancel over a section, so the mean logarithms add:

$$-\langle\ln T\rangle\approx Ng\tan^2(qa/2).$$

As an example take $qa=0.10$ and a rough atom distance of 0.24 nm. The wavelength is 15 nm, and the formula gives a decay of $0.1956\times0.002504=4.90\times10^{-4}$ per atom, or a decay length of about 2040 atoms, roughly 490 nm. The equations of motion were also solved numerically, atom by atom, through 20 000 random chains of 3000 atoms. The mean decay was $(4.90\pm0.03)\times10^{-4}$ per atom, in agreement with the formula.

At the same $qa$, the equal-weight mixture gives $6.09\times10^{-4}$ by formula and $(6.06\pm0.03)\times10^{-4}$ numerically. For such long waves the larger $g$ does mean faster decay at fixed wavelength. At fixed frequency and stiffness the comparison changes. For long waves $\tan^2(qa/2)\approx\bar M\omega^2/(4K)$, so the decay is proportional to $g\bar M$. This product is $\Delta^2/[2(M_1+M_2)]$ for both mixtures, and in this chain they then scatter equally.

## When the same variance gives little scattering

The variance counts atoms but does not record their order. If light and heavy atoms alternate, $g$ is still 0.196, but the amplitudes now add as $\varepsilon\sum_n(-1)^ne^{2iqna}$. This geometric sum has magnitude at most $\varepsilon/\cos qa$, however long the chain. For long waves $\cos qa$ is close to 1, and to leading order the whole chain then reflects about as much as one atom at most. For 3000 atoms the numerical solution gives $-\ln T=4.9\times10^{-4}$, against a mean of 1.47 for random order. A regular order thus causes no steady decay if it repeats over a distance much shorter than the wavelength. If its period is near half a wavelength, however, the amplitudes reflected by successive periods add in phase, and even a regular chain can reflect strongly.

A second limitation is that germanium bonds are softer. If the force constants of two crystals of the same structure differ only by a common factor, their optical frequencies $\nu$ give the stiffness ratio through $K\propto M\nu^2$. This is assumed here for silicon and germanium. As illustrative inputs take 15.5 THz for silicon and 9.0 THz for germanium; they give a stiffness ratio of 0.872. Let $s=1/K$ be the compliance, with relative deviation

$$\sigma=\frac{s_2-s_1}{s_2+s_1}=0.0685,$$

and let each bond take the mean of the values of its two end atoms. The chain equations keep their form when displacement and bond force are exchanged together with mass and compliance. A compliance deviation $\sigma$ therefore reflects the force wave with amplitude $i\sigma qa/2$. Force follows the slope of the displacement, which changes sign for a wave running backwards, so the displacement amplitude is $-i\sigma qa/2$. The two effects combine to $i(\varepsilon-\sigma)qa/2$, and $g$ is replaced by

$$(\varepsilon-\sigma)^2=0.140 .$$

With these inputs the decay at fixed $qa$ falls by 29 %, to $3.50\times10^{-4}$ per atom. A change of 1 % in one frequency shifts $\sigma$ by about 0.01 and the reduction by about 4 percentage points. Moreover, the stiffness felt by long acoustic waves may have a different ratio from the one inferred from optical frequencies. The 29 % therefore illustrates the effect and is not a prediction for silicon and germanium. The numerical solution of random chains with these bonds gives $(3.51\pm0.02)\times10^{-4}$.

## The real alloy

The value 0.196 applies to a real silicon–germanium alloy as far as its composition is half and half; it needs no model of the forces. For other compositions $g(x)$ applies: at a germanium fraction of 0.2 it gives $g=0.16\times(44.54/37.00)^2=0.23$. The decay length of 490 nm, by contrast, belongs to the chain and is not a mean free path of the alloy. In a crystal, waves scatter into all directions and polarizations. The reduction found for softer bonds belongs to backward scattering, the only kind that takes energy from the transmitted wave in a chain, and need not survive when all directions are counted. Local strain, clustering of like atoms and collisions between phonons are also left out, and their size is not estimated here.

Numbers in the example were calculated in double precision.
